# Transfer length and contact resistivity from a long-contact resistance: a numerical check

```python
"""
Result under test: a long ohmic contact of width W on a layer of sheet
resistance R_s has resistance R_c = R_s*L_T/W, hence
    L_T = R_c*W/R_s   and   rho_c = R_s*L_T**2.
R_c: resistance of one contact, front edge to metal (ohm)
L_T: transfer length (m);  rho_c: specific contact resistivity (ohm m^2)
L: contact length along the current (m);  x: distance from the front edge (m)
The independent side solves Kirchhoff's equations on resistor networks.
All lengths in the code are in metres.
"""
import numpy as np
from scipy.linalg import solveh_banded
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve

um = 1e-6
sheet_res = 100.0
width = 100 * um
contact_res = 5.0
long_length = 60 * um


def ladder(rho_c, length, cells=6000):
    """Node positions, potentials per ampere, and shunt conductances."""
    h = length / cells
    series = width / (sheet_res * h)
    shunt = np.full(cells + 1, width * h / rho_c)
    shunt[[0, -1]] *= 0.5
    diagonal = shunt + 2 * series
    diagonal[[0, -1]] -= series
    bands = np.zeros((2, cells + 1))
    bands[0, 1:] = -series
    bands[1] = diagonal
    source = np.zeros(cells + 1)
    source[0] = 1.0
    potential = solveh_banded(bands, source)
    return np.linspace(0, length, cells + 1), potential, shunt


def search_rho(target):
    """Contact resistivity for which the long ladder measures target ohms."""
    return brentq(lambda r: ladder(r, long_length)[1][0] - target,
                  5e-10, 1e-8, xtol=1e-17, rtol=1e-11)


def layer_2d(rho_c, thickness, rows=10):
    """Contact resistance with the potential resolved across the layer."""
    d = thickness / rows
    bare = 5 * rows                     # columns ahead of the contact
    columns = bare + int(round(40 * um / d))
    bulk_res = sheet_res * thickness

    def chain(n):
        main = np.full(n, 2.0)
        main[[0, -1]] = 1.0
        return diags([-np.ones(n - 1), main, -np.ones(n - 1)], [-1, 0, 1])

    network = (kron(chain(columns), identity(rows))
               + kron(identity(columns), chain(rows))) * (width / bulk_res)
    to_metal = np.zeros((columns, rows))
    to_metal[bare:, 0] = width * d / (rho_c + bulk_res * d / 2)
    source = np.zeros((columns, rows))
    source[0, :] = 1.0 / rows
    matrix = (network + diags(to_metal.ravel())).tocsc()
    v = spsolve(matrix, source.ravel()).reshape(columns, rows)
    entry = v[0].mean() + sheet_res * d / (2 * width)
    return entry - sheet_res * bare * d / width


# Extraction by the formulas
L_T = contact_res * width / sheet_res
rho_c = sheet_res * L_T**2

# Extraction by search on the network, without the transfer length
rho_search = search_rho(contact_res)
assert abs(rho_search / rho_c - 1) < 1e-5
assert abs(L_T / (5 * um) - 1) < 1e-12
assert abs(rho_c * 1e4 / 2.5e-5 - 1) < 1e-12

print(f"Sheet resistance: {sheet_res:.0f} ohm")
print(f"Contact width: {width/um:.0f} micrometre")
print(f"Long-contact resistance: {contact_res:.1f} ohm")
print(f"Transfer length, formula: {L_T/um:.4f} micrometre")
print(f"Contact resistivity, formula: {rho_c:.4e} ohm m^2")
print(f"Contact resistivity, formula: {rho_c*1e4:.4e} ohm cm^2")
print(f"Contact resistivity, network search: {rho_search:.4e} ohm m^2")

# Finite contacts: network resistance against the coth law
for length in np.array([2.5, 5, 10, 15, 20, 60]) * um:
    measured = ladder(rho_c, length)[1][0]
    law = sheet_res * L_T / width / np.tanh(length / L_T)
    assert abs(measured / law - 1) < 1e-5
    print(f"Network resistance, contact length {length/um:.1f} micrometre: "
          f"{measured:.4f} ohm")

# Potential profile of a finite contact against the cosh law
x, v, _ = ladder(rho_c, 10 * um)
profile = (sheet_res * L_T / width * np.cosh((10 * um - x) / L_T)
           / np.sinh(10 * um / L_T))
assert np.max(np.abs(v / profile - 1)) < 1e-5

# Long contact: exponential decay and current share of the first L_T
x, v, shunt = ladder(rho_c, long_length)
node = int(round(L_T / (x[1] - x[0])))
decay = v[node] / v[0]
crossing = shunt * v
share = crossing[:node].sum() + crossing[node] / 2
assert abs(crossing.sum() - 1) < 1e-7
assert abs(decay - np.exp(-1)) < 1e-5
assert abs(share - (1 - np.exp(-1))) < 1e-5
print(f"Potential at x = L_T over potential at x = 0: {decay:.4f}")
print(f"Current share crossing within L_T: {share:.4f}")

# Contact length for a one per cent excess, found on the network
ratio_law = np.arctanh(1 / 1.01)
length_found = brentq(
    lambda s: ladder(rho_c, s)[1][0] - 1.01 * contact_res, 5 * um, 30 * um)
assert abs(length_found / (ratio_law * L_T) - 1) < 1e-3
print(f"L/L_T for one per cent excess resistance: {length_found/L_T:.3f}")
print(f"Contact length for that excess: {length_found/um:.2f} micrometre")

# Sensitivity to the measured resistance
rho_high = search_rho(1.1 * contact_res)
assert abs(rho_high / rho_search - 1.21) < 1e-4
print(f"Resistivity ratio for ten per cent higher R_c: "
      f"{rho_high/rho_search:.4f}")

# Full metal area used by mistake
rho_wrong = contact_res * width * long_length
print(f"R_c times full area, 60 micrometre contact: {rho_wrong:.4e} ohm m^2")
print(f"Overestimate factor of that product: {rho_wrong/rho_search:.2f}")

# Neglect of the potential variation across a thin layer
thickness = 0.5 * um
res_2d = layer_2d(rho_c, thickness)
assert abs(res_2d / contact_res - 1) < 0.01
print(f"Layer thickness in 2D test: {thickness/um:.2f} micrometre")
print(f"Contact resistance in 2D test: {res_2d:.3f} ohm")
print(f"Deviation from thin-layer model: "
      f"{100*(res_2d/contact_res-1):.2f} per cent")

print("no test failed")
```

It prints:

```
Sheet resistance: 100 ohm
Contact width: 100 micrometre
Long-contact resistance: 5.0 ohm
Transfer length, formula: 5.0000 micrometre
Contact resistivity, formula: 2.5000e-09 ohm m^2
Contact resistivity, formula: 2.5000e-05 ohm cm^2
Contact resistivity, network search: 2.5000e-09 ohm m^2
Network resistance, contact length 2.5 micrometre: 10.8198 ohm
Network resistance, contact length 5.0 micrometre: 6.5652 ohm
Network resistance, contact length 10.0 micrometre: 5.1866 ohm
Network resistance, contact length 15.0 micrometre: 5.0248 ohm
Network resistance, contact length 20.0 micrometre: 5.0034 ohm
Network resistance, contact length 60.0 micrometre: 5.0000 ohm
Potential at x = L_T over potential at x = 0: 0.3679
Current share crossing within L_T: 0.6321
L/L_T for one per cent excess resistance: 2.652
Contact length for that excess: 13.26 micrometre
Resistivity ratio for ten per cent higher R_c: 1.2100
R_c times full area, 60 micrometre contact: 3.0000e-08 ohm m^2
Overestimate factor of that product: 12.00
Layer thickness in 2D test: 0.50 micrometre
Contact resistance in 2D test: 5.008 ohm
Deviation from thin-layer model: 0.17 per cent
no test failed
```
